# Tunnelling enhancement of thermionic current over an inverted parabolic barrier: a program that tests the result

```python
# Result under test: tunnelling enhancement of thermionic current over the
# inverted parabola V(x) = V0 - m w^2 x^2 / 2 with a Maxwellian source.
#   transmission  T(E) = 1 / (1 + exp(2 pi (V0 - E) / (hbar w)))
#   high barrier  Gamma = pi p / sin(pi p),  p = Tc / T < 1
#   divergence    Tc = hbar w / (2 pi k)
# Gamma = current with T(E) / current with a unit step at V0.
# S = 2 pi V0 / (hbar w); energies are counted from the source band edge.
# Scaled units: length sqrt(hbar/(m w)), energy hbar w, eps = (E-V0)/(hbar w).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import expit, gamma

q, hbar, m0, kB = const.e, const.hbar, const.m_e, const.k
k_eV = kB / q


def spectrum(u, a):
    """Current per unit u = (E-V0)/kT, with a = T/Tc, overflow-safe."""
    return np.exp(-u - np.logaddexp(0.0, -a * u))


def gamma_quad(p, depth):
    """Defining integral from u = -depth upward."""
    opts = dict(epsabs=0.0, epsrel=1e-10, limit=500)
    below = quad(spectrum, -depth, 0.0, args=(1 / p,), **opts)[0]
    above = quad(spectrum, 0.0, 60.0, args=(1 / p,), **opts)[0]
    return below + above


def gamma_high(p):
    return np.pi * p / np.sin(np.pi * p)


def gamma_finite(p, S):
    n = np.arange(1, 60)
    tail = (-1.0) ** (n - 1) * np.exp((p - n) * S) / (n - p)
    return gamma_high(p) - p * tail.sum()


def solve_transmission(eps, left, right, steps, flat):
    """Integrate psi'' = -(x^2 + 2 eps) psi from right to left (RK4).
    flat=True: constant potential outside; False: parabola goes on,
    with outgoing and incoming waves of slowly varying amplitude."""
    eps = np.asarray(eps, dtype=float)
    k_left = np.sqrt(left**2 + 2 * eps)
    k_right = np.sqrt(right**2 + 2 * eps)
    s_left = 0.0 if flat else left / (2 * k_left**2)
    s_right = 0.0 if flat else right / (2 * k_right**2)
    psi = np.ones_like(eps, dtype=complex)
    der = 1j * k_right - s_right
    h = (left - right) / steps
    for i in range(steps):
        x = right + i * h
        f0 = -(x * x + 2 * eps)
        f1 = -((x + h / 2) ** 2 + 2 * eps)
        f2 = -((x + h) ** 2 + 2 * eps)
        a1, b1 = der, f0 * psi
        a2, b2 = der + h / 2 * b1, f1 * (psi + h / 2 * a1)
        a3, b3 = der + h / 2 * b2, f1 * (psi + h / 2 * a2)
        a4, b4 = der + h * b3, f2 * (psi + h * a3)
        psi = psi + h / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
        der = der + h / 6 * (b1 + 2 * b2 + 2 * b3 + b4)
    incident = (der + (1j * k_left + s_left) * psi) / (2j * k_left)
    return k_right / (k_left * np.abs(incident) ** 2)


# ---- Test: transmission law against the Schroedinger equation
eps_test = np.array([-0.6, -0.3, -0.1, 0.0, 0.1, 0.4])
T_solved = solve_transmission(eps_test, -20.0, 20.0, 20000, False)
T_law = 1 / (1 + np.exp(-2 * np.pi * eps_test))
err_T = np.max(np.abs(T_solved / T_law - 1))
assert err_T < 1e-3

# ---- Test: outgoing weights from the Fourier transform of the incoming
# power law; a damping of 0.01 shifts the ratio by about 1 percent
s = np.arange(-40.0, np.log(4000.0), 5e-5)
P = np.exp(s)
for e in (0.3, -0.2):
    base = np.exp(s * (0.5 - 1j * e) - 0.01 * P)
    plus = np.sum(base * np.exp(1j * P)) * 5e-5
    minus = np.sum(base * np.exp(-1j * P)) * 5e-5
    ratio = abs(plus) ** 2 / abs(minus) ** 2
    assert abs(ratio / np.exp(2 * np.pi * e) - 1) < 0.02
    z = 0.5 - 1j * e
    assert abs(plus / (gamma(z) * (0.01 - 1j) ** (-z)) - 1) < 1e-4

# ---- Test: high-barrier integral, its limits and the spectral peak
err_high = 0.0
for p in (0.1, 0.3, 0.5, 0.7, 0.9):
    direct = gamma_quad(p, 45 / (1 / p - 1))
    err_high = max(err_high, abs(direct / gamma_high(p) - 1))
assert err_high < 1e-7
wigner = (np.pi * 0.1) ** 2 / 6
assert abs((gamma_quad(0.1, 10.0) - 1) / wigner - 1) < 0.02
near = gamma_quad(0.95, 45 / (1 / 0.95 - 1))
assert abs(near * (1 - 0.95) / 0.95 - 1) < 0.005
for a in (1.3, 1.7, 2.0, 3.0):
    peak = minimize_scalar(lambda u: -spectrum(u, a), bounds=(-8, 4),
                           method="bounded", options={"xatol": 1e-9})
    assert abs(peak.x - np.log(a - 1) / a) < 1e-5

# ---- Worked example: rough values, silicon channel near 10 nm
V0, L_nm, m_light, m_heavy = 0.30, 10.0, 0.19, 0.92
mu, temp, V_drain, gap = 0.05, 300.0, 0.50, 1.12
alpha, mobility = 0.5, 200.0


def quantum(mass):
    """hbar*w in eV from V0 = m w^2 L^2 / 8."""
    omega = np.sqrt(8 * V0 * q / (mass * m0)) / (L_nm * 1e-9)
    return hbar * omega / q


hw = quantum(m_light)
Tc = hw / (2 * np.pi * k_eV)
S = 2 * np.pi * V0 / hw
p300 = Tc / temp
kT = k_eV * temp

# ---- Test: finite barrier on both sides of Tc, at Tc and far below it
err_fin = 0.0
for p in (0.4, 0.8, 0.95, 1.2, 1.7, 2.4):
    direct = gamma_quad(p, p * S)
    err_fin = max(err_fin, abs(gamma_finite(p, S) / direct - 1))
assert err_fin < 1e-7
assert abs(gamma_quad(1.0, S) / np.log1p(np.exp(S)) - 1) < 1e-8
low = 1.8 / 0.8 * np.exp(0.8 * S)
assert abs(gamma_quad(1.8, 1.8 * S) / low - 1) < 1e-4

# ---- Test: current density from a sum over three-dimensional momenta
def classical_J(T, my, mz):
    rich = q * m0 * np.sqrt(my * mz) * kB**2 / (2 * np.pi**2 * hbar**3)
    return rich * T**2 * np.exp(-(V0 - mu) / (k_eV * T))


kx_max = np.sqrt(2 * m_light * m0 * (V0 + 25 * kT) * q) / hbar
dkx = kx_max / 400
kx = (np.arange(400) + 0.5) * dkx
ky = np.linspace(-1, 1, 41) * 7 * np.sqrt(m_light * m0 * kB * temp) / hbar
kz = np.linspace(-1, 1, 41) * 7 * np.sqrt(m_heavy * m0 * kB * temp) / hbar
Ex = (hbar * kx) ** 2 / (2 * m_light * m0 * q)
Ey = (hbar * ky) ** 2 / (2 * m_light * m0 * q)
Ez = (hbar * kz) ** 2 / (2 * m_heavy * m0 * q)
E_all = Ex[:, None, None] + Ey[None, :, None] + Ez[None, None, :]
speed = hbar * kx / (m_light * m0) * expit(2 * np.pi * (Ex - V0) / hw)
total = np.sum(speed[:, None, None] * np.exp(-(E_all - mu) / kT))
J_sum = 2 * q / (2 * np.pi) ** 3 * total * dkx
J_sum *= (ky[1] - ky[0]) * (kz[1] - kz[0])
J_formula = classical_J(temp, m_light, m_heavy) * gamma_finite(p300, S)
err_J = abs(J_sum / J_formula - 1)
assert err_J < 1e-3

# ---- Neglected effects, on an energy grid
nodes, weights = np.polynomial.legendre.leggauss(800)
E_top = V0 + 0.8
E = 0.5 * E_top * (nodes + 1)
dE = 0.5 * E_top * weights
T_model = expit(2 * np.pi * (E - V0) / hw)


def gamma_maxwell(T, trans):
    kt = k_eV * T
    return np.sum(dE * trans * np.exp(-(E - V0) / kt)) / kt


def gamma_fermi(T):
    kt = k_eV * T
    supply = np.logaddexp(0.0, (mu - E) / kt)
    step = quad(lambda y: np.log1p(np.exp((mu - V0) / kt - y)), 0, 60)[0]
    return np.sum(dE * T_model * supply) / (kt * step)


assert abs(gamma_maxwell(temp, T_model) / gamma_finite(p300, S) - 1) < 1e-6

eps = (E - V0) / hw
edge = np.sqrt(2 * V0 / hw)
edge_drain = np.sqrt(2 * (V0 + V_drain) / hw)
T_flat = solve_transmission(eps, -edge, edge, 1500, True)
T_bias = solve_transmission(eps, -edge, edge_drain, 2000, True)
T_back = solve_transmission(eps, -edge_drain, edge, 2000, True)
assert np.max(np.abs(T_bias / T_back - 1)) < 1e-5  # same in both directions
G_flat, G_bias = gamma_maxwell(temp, T_flat), gamma_maxwell(temp, T_bias)

# heavy valleys carry current with transport mass m_heavy
hw_heavy = quantum(m_heavy)
G300 = gamma_finite(p300, S)
G_heavy = gamma_finite(hw_heavy / (2 * np.pi * kT), 2 * np.pi * V0 / hw_heavy)
w_light, w_heavy = 4 * np.sqrt(m_light * m_heavy), 2 * m_light
G_valleys = (w_light * G300 + w_heavy * G_heavy) / (w_light + w_heavy)


def action(D, alpha_np):
    """Tunnelling exponent at depth D below the top, by quadrature, for
    hbar^2 k^2 / 2m = e (1 + alpha e) with e negative in the barrier."""
    t = (np.arange(200) + 0.5) * np.pi / 200 - np.pi / 2
    c2 = np.cos(t) ** 2
    integrand = c2 * np.sqrt(1 - alpha_np * D[:, None] * c2)
    return 4 * D / hw * integrand.sum(axis=1) * np.pi / 200


depth = np.maximum(V0 - E, 0.0)
assert np.allclose(action(depth, 0.0), 2 * np.pi * depth / hw, rtol=1e-9)
T_np = np.where(E < V0, expit(-action(depth, alpha)), T_model)
G_np = gamma_maxwell(temp, T_np)

# back-scattering estimate: layer where the barrier falls by kT
v_th = np.sqrt(2 * kB * temp / (np.pi * m_light * m0))
mfp = 2 * mobility * 1e-4 * kT / v_th * 1e9
layer = 0.5 * L_nm * np.sqrt(kT / V0)
back = layer / (layer + mfp)
field = 4 * V0 / L_nm * 10
field_bias = 4 * np.sqrt(V0 * (V0 + V_drain)) / L_nm * 10

under = quad(spectrum, -V0 / kT, 0, args=(1 / p300,))[0] / G300
E_peak = hw / (2 * np.pi) * np.log(temp / Tc - 1) * 1e3
J_cl = 4 * classical_J(temp, m_light, m_heavy) * 1e-4

print("INPUTS (rough, silicon channel near 10 nm)")
print(f"barrier height V0              {V0:.2f} eV")
print(f"base width L                   {L_nm:.1f} nm")
print(f"transport mass, light valleys  {m_light:.2f} m0")
print(f"transport mass, heavy valleys  {m_heavy:.2f} m0")
print(f"Fermi level above source edge  {mu:.2f} eV")
print(f"temperature                    {temp:.0f} K")
print("RESULTS")
print(f"thermal energy kT              {kT * 1e3:.2f} meV")
print(f"barrier quantum hbar*w         {hw * 1e3:.2f} meV")
print(f"divergence temperature Tc      {Tc:.1f} K")
print(f"twice Tc                       {2 * Tc:.1f} K")
print(f"p = Tc/T                       {p300:.4f}")
print(f"angle hbar*w/(2kT)             {np.pi * p300:.4f} rad")
print(f"S = 2 pi V0/(hbar*w)           {S:.3f}")
print(f"Gamma, high barrier            {gamma_high(p300):.4f}")
print(f"Gamma, finite barrier          {G300:.4f}")
print(f"Gamma, 1+(hbar*w/kT)^2/24      {1 + (hw / kT)**2 / 24:.4f}")
print(f"spectral peak minus V0         {E_peak:.2f} meV")
print(f"share of current below V0      {under:.3f}")
print(f"classical J, 4 light valleys   {J_cl:.0f} A/cm2")
print(f"J with tunnelling              {J_cl * G300:.0f} A/cm2")
print("T (K) | Gamma high | finite | Fermi-Dirac source")
for T in (400.0, 300.0, 250.0, 200.0, Tc, 150.0, 100.0):
    p = Tc / T
    high = f"{gamma_high(p):.3f}" if T > Tc * (1 + 1e-9) else "none"
    fin = gamma_quad(p, p * S)
    print(f"{T:.1f} | {high} | {fin:.4g} | {gamma_fermi(T):.4g}")
print("NEGLECTED EFFECTS at 300 K")
print(f"Gamma, flat contacts           {G_flat:.3f}")
print(f"drain bias taken               {V_drain:.2f} V")
print(f"Gamma, flat contacts and bias  {G_bias:.3f}")
print(f"Gamma, Fermi-Dirac source      {gamma_fermi(temp):.3f}")
print(f"Gamma, heavy valleys alone     {G_heavy:.3f}")
print(f"Gamma, all six bulk valleys    {G_valleys:.3f}")
print(f"non-parabolicity taken         {alpha:.1f} 1/eV")
print(f"Gamma, non-parabolic band      {G_np:.3f}")
print(f"channel mobility taken         {mobility:.0f} cm2/Vs")
print(f"mean free path                 {mfp:.1f} nm")
print(f"layer where V falls by kT      {layer:.2f} nm")
print(f"back-scattered fraction        {back:.2f}")
print(f"peak field, no bias            {field:.2f} MV/cm")
print(f"peak field, with bias          {field_bias:.2f} MV/cm")
print(f"band gap taken                 {gap:.2f} eV")
print(f"gap minus top-to-drain drop    {gap - V0 - V_drain:.2f} eV")
print("LARGEST RELATIVE ERRORS IN TESTS")
print(f"transmission law               {err_T:.1e}")
print(f"high-barrier formula           {err_high:.1e}")
print(f"finite-barrier formula         {err_fin:.1e}")
print(f"current from momentum sum      {err_J:.1e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS (rough, silicon channel near 10 nm)
barrier height V0              0.30 eV
base width L                   10.0 nm
transport mass, light valleys  0.19 m0
transport mass, heavy valleys  0.92 m0
Fermi level above source edge  0.05 eV
temperature                    300 K
RESULTS
thermal energy kT              25.85 meV
barrier quantum hbar*w         98.11 meV
divergence temperature Tc      181.2 K
twice Tc                       362.4 K
p = Tc/T                       0.6040
angle hbar*w/(2kT)             1.8975 rad
S = 2 pi V0/(hbar*w)           19.213
Gamma, high barrier            2.0035
Gamma, finite barrier          2.0027
Gamma, 1+(hbar*w/kT)^2/24      1.6001
spectral peak minus V0         -6.59 meV
share of current below V0      0.620
classical J, 4 light valleys   1142 A/cm2
J with tunnelling              2287 A/cm2
T (K) | Gamma high | finite | Fermi-Dirac source
400.0 | 1.439 | 1.439 | 1.438
300.0 | 2.003 | 2.003 | 2
250.0 | 2.993 | 2.979 | 2.962
200.0 | 9.779 | 8.195 | 7.774
181.2 | none | 19.21 | 16.84
150.0 | none | 309.6 | 192.7
100.0 | none | 1.33e+07 | 2.305e+06
NEGLECTED EFFECTS at 300 K
Gamma, flat contacts           2.006
drain bias taken               0.50 V
Gamma, flat contacts and bias  1.992
Gamma, Fermi-Dirac source      2.000
Gamma, heavy valleys alone     1.136
Gamma, all six bulk valleys    1.842
non-parabolicity taken         0.5 1/eV
Gamma, non-parabolic band      2.064
channel mobility taken         200 cm2/Vs
mean free path                 8.4 nm
layer where V falls by kT      1.47 nm
back-scattered fraction        0.15
peak field, no bias            1.20 MV/cm
peak field, with bias          1.96 MV/cm
band gap taken                 1.12 eV
gap minus top-to-drain drop    0.32 eV
LARGEST RELATIVE ERRORS IN TESTS
transmission law               4.5e-06
high-barrier formula           2.2e-16
finite-barrier formula         2.4e-15
current from momentum sum      4.7e-09
ALL CHECKS PASSED
```
